# Why ion bombardment both accelerates and suppresses fluorocarbon film growth

**Question.** A fluorocarbon film grows from CF$_2$ radicals while argon ions strike it. How can the same ions speed up growth under one condition, yet slow it or etch the film under another? What decides between the two?

**Answer.** An ion can do two different things to the surface. It can break a bond and leave an open chain end, which captures radicals more readily than a closed surface does. It can also knock film material away. These events need separate cross sections because their consequences differ. A removal takes away one unit at once, and may leave the new surface open or closed. An open end goes on collecting radicals until it closes, so one activation can return several units.

The return has a ceiling, however: a site that is already open cannot be opened again. Removal has no such ceiling while film remains. At low ion flux the multiplied return can win, and at high ion flux the cost wins, provided the ions are energetic enough to remove material and do not themselves deposit more than they remove. If radicals are scarce or open ends close quickly, the return may be too small even at the lowest ion flux, and the ions then suppress growth from the start.

**The site balance**

Let $N$ be the number of surface sites per area, each holding one CF$_2$ unit at the top of a thick film. A fraction $\theta$ of the sites is active, meaning that it carries an open end. The radical flux is $\Gamma$ and the ion flux is $J$. A radical sticks with probability $s_0$ on a passive site and $s_1>s_0$ on an active one; write $\Delta s=s_1-s_0$.

The cross section $\sigma_a$ describes activation, so a passive site is opened at the rate $J\sigma_a$. The cross section $\sigma_r$ describes removal of the top unit, at the rate $J\sigma_r$ whatever the state of the site. Removal cuts a bond, and the newly exposed unit is active with probability $p$.

Open ends also close without ions. Thermal closure has rate $\nu$. An active site captures radicals at the rate $s_1\Gamma/N$, and a fraction $\beta$ of these captures ends the chain; otherwise the open end moves to the new unit. The total closure rate without ions is

$$L=\nu+\frac{\beta s_1\Gamma}{N}.$$

Passive sites become active by activation or by removal that leaves an open end. Active sites become passive by removal that leaves a closed end, or by closure:

$$\frac{d\theta}{dt}=J(\sigma_a+p\sigma_r)(1-\theta)-J(1-p)\sigma_r\theta-L\theta .$$

Collecting the terms in $\theta$, the two pieces containing $p\sigma_r\theta$ cancel. With $\sigma_c=\sigma_a+p\sigma_r$ and $\sigma_t=\sigma_a+\sigma_r$,

$$\frac{d\theta}{dt}=J\sigma_c-(L+J\sigma_t)\theta .$$

One ion may alter several neighbouring sites together. This correlates their states, but the equation for the mean is unchanged, because each site's transition rates do not depend on its neighbours.

Setting the derivative to zero gives the steady coverage

$$\theta=\frac{J\sigma_c}{L+J\sigma_t}.$$

It is proportional to $J$ at low flux and levels off at $\sigma_c/\sigma_t$ at high flux.

**Growth and the cost of removal**

The net growth rate $G$, in units per area and time, is capture on both kinds of site minus removal:

$$G=\Gamma[s_0(1-\theta)+s_1\theta]-N\sigma_rJ
=\Gamma s_0+\Gamma\Delta s\,\theta-N\sigma_rJ .$$

Negative $G$ means etching. The first term is the ion-free rate, the second saturates with ion flux, and the third is linear in it.

At low flux $\theta\simeq J\sigma_c/L$, so

$$\left.\frac{dG}{dJ}\right|_{J=0}=\frac{\Gamma\Delta s\,\sigma_c}{L}-N\sigma_r .$$

An open end lives for a mean time $1/L$. During that time it captures, beyond what a passive site would have captured,

$$m=\frac{\Gamma\Delta s}{NL}$$

units. Substituting $\Gamma\Delta s/L=Nm$ gives

$$\left.\frac{dG}{dJ}\right|_{J=0}=N\sigma_r(R-1),\qquad R=\frac{m\sigma_c}{\sigma_r}.$$

This is a balance for one ion. It opens $N\sigma_c$ ends, each worth $m$ extra units, and removes $N\sigma_r$ units. Weak bombardment accelerates growth if $R>1$.

Each ingredient is needed. If $\sigma_r=0$, growth rises with $J$ towards a plateau. If no ends are opened, so that $\sigma_a=p=0$, it falls linearly. If active and passive sites capture equally well, $\Delta s=0$, and it also falls linearly, however many ends the ions open.

**From acceleration to etching**

To follow the whole range of flux, measure it by $x=\sigma_tJ/L$, the ratio of ion-driven site turnover to ion-free closure. Then $J=Lx/\sigma_t$, and the change from the ion-free rate is

$$G-\Gamma s_0=\frac{\Gamma\Delta s\,\sigma_c}{\sigma_t}\frac{x}{1+x}-\frac{N\sigma_rL}{\sigma_t}x .$$

The definition of $R$ gives $\Gamma\Delta s\,\sigma_c=N\sigma_rLR$, so

$$G-\Gamma s_0=\frac{N\sigma_rL}{\sigma_t}\left[\frac{Rx}{1+x}-x\right].$$

For $R\le1$ the bracket is negative at every $x>0$, since $R/(1+x)<1$. Every ion flux then suppresses growth.

For $R>1$ the derivative of the bracket, $R/(1+x)^2-1$, vanishes at $x=\sqrt R-1$. The second derivative, $-2R/(1+x)^3$, is negative, so this is a maximum. There $1+x=\sqrt R$, and the bracket equals

$$\sqrt R(\sqrt R-1)-(\sqrt R-1)=(\sqrt R-1)^2 .$$

The bracket returns to zero when $R/(1+x)=1$, that is, at $x=R-1$. Beyond this point the ions suppress growth relative to no ions at all.

Etching starts at a still higher flux, because the ion-free growth must also be cancelled. Define $g=\Gamma s_0\sigma_t/(N\sigma_rL)$. Setting $G=0$ gives $g+Rx/(1+x)-x=0$. Multiplying by $1+x$ and collecting powers,

$$x^2+(1-R-g)x-g=0 .$$

The product of the roots is $-g$, so there is one positive root, and it marks the onset of etching.

**When radicals are scarce**

Since $m$ depends on $\Gamma$, the same ions can have opposite effects at two radical supplies. Writing $R>1$ as $\Gamma\Delta s\,\sigma_c>\sigma_r(N\nu+\beta s_1\Gamma)$ and gathering the terms in $\Gamma$ gives

$$\Gamma>\Gamma_c=\frac{N\nu\sigma_r}{\Delta s\,\sigma_c-\beta s_1\sigma_r},$$

provided the denominator is positive. If it is not, termination by capture keeps $R$ below one at any supply. Faster thermal closure raises $\Gamma_c$ in proportion to $\nu$.

**A numerical case**

Take a CF$_2$-rich film of density 2.0 g/cm$^3$, hence $2.409\times10^{22}$ units per cm$^3$. The two-thirds power of this density gives $N=8.34\times10^{14}$ cm$^{-2}$. A CF$_2$ partial pressure of 0.5 mTorr at 300 K gives, by the kinetic-theory flux to a wall, $\Gamma=1.434\times10^{17}$ cm$^{-2}$ s$^{-1}$. The surface parameters are rough, assumed values: $s_0=0.002$, $s_1=0.05$, $\nu=1.0$ s$^{-1}$, $\beta=0.1$ and $p=0.5$.

For ion energy $E$, each cross section is modelled as $A(\sqrt E-\sqrt{E_{\rm th}})$ above its threshold and zero below. Activation has threshold 5 eV and $A_a=3\times10^{-16}$ cm$^2$ eV$^{-1/2}$; removal has threshold 20 eV and $A_r=1\times10^{-16}$ in the same unit. At 100 eV,

$$\sigma_a=3\times10^{-16}(10-2.236)=2.33\times10^{-15}\ \text{cm}^2,$$

$$\sigma_r=1\times10^{-16}(10-4.472)=5.53\times10^{-16}\ \text{cm}^2 .$$

Thus $\sigma_c=2.606\times10^{-15}$ and $\sigma_t=2.882\times10^{-15}$ cm$^2$. At low flux one ion opens $N\sigma_c=2.17$ ends and removes $N\sigma_r=0.46$ units. With $L=1.86$ s$^{-1}$, each end is worth $m=4.44$ extra units, so

$$R=4.44\times\frac{2.17}{0.461}\simeq20.9 .$$

The ion-free growth rate is 7.1 nm/min. The flux scale is $L/\sigma_t=6.45\times10^{14}$ cm$^{-2}$ s$^{-1}$. The best flux is therefore

$$J=6.45\times10^{14}(\sqrt{20.9}-1)\simeq2.3\times10^{15}\ \text{cm}^{-2}\,\text{s}^{-1},$$

or 0.37 mA/cm$^2$, and growth there is 102 nm/min. The ion-free rate returns at $19.92\times6.453\times10^{14}\simeq1.29\times10^{16}$ cm$^{-2}$ s$^{-1}$. With $g=0.964$, the quadratic puts the onset of etching at $1.35\times10^{16}$ cm$^{-2}$ s$^{-1}$. At $3\times10^{16}$ cm$^{-2}$ s$^{-1}$ the film is etched at 186 nm/min.

Now fix the flux at $5\times10^{15}$ cm$^{-2}$ s$^{-1}$, where $\theta=0.80$. Activation adds 137.3 nm/min and removal takes 57.4 nm/min, so the net rate is $7.1+137.3-57.4=87.0$ nm/min. This is past the optimum but still about twelve times the ion-free rate.

At 100 eV the critical CF$_2$ pressure is 0.013 mTorr. Reducing the partial pressure to 0.005 mTorr gives $R=0.39$. An ion flux of $5\times10^{14}$ cm$^{-2}$ s$^{-1}$ then turns growth of 0.07 nm/min into etching at 4.8 nm/min. At the original pressure that flux lies below the optimum and accelerates growth.

**The effect of ion energy**

Hold the ion flux at $5\times10^{15}$ cm$^{-2}$ s$^{-1}$ and the CF$_2$ pressure at 0.5 mTorr. Between the two thresholds $\sigma_r=0$ and $\theta=J\sigma_a/(L+J\sigma_a)$. Its derivative with respect to $\sigma_a$ is $JL/(L+J\sigma_a)^2>0$, so more energy means more growth: 80.5 nm/min at 10 eV and 117.5 nm/min at 20 eV.

Above 20 eV removal begins. A numerical search finds the peak at about 25 eV, with 118.7 nm/min. It is a shallow peak close to the removal threshold, and its position depends on the flux as well as on the assumed cross-section laws. At $2\times10^{15}$ cm$^{-2}$ s$^{-1}$ it lies near 84 eV. At $10^{16}$ cm$^{-2}$ s$^{-1}$, or with $A_r$ larger by half, it sits at the 20 eV threshold itself. Growth then falls to 48 nm/min at 200 eV. Numerical root finding gives a return to the ion-free rate at 335 eV and etching from 362 eV.

This reversal does not mean that $R$ has fallen below one. At high energy $\sigma_c/\sigma_r$ approaches $A_a/A_r+p=3.5$ from above, so $R$ stays above $4.44\times3.5\simeq15.5$. A sufficiently weak flux would still accelerate growth. At the fixed flux, higher energy has instead carried the surface past $x=R-1$.

**The two processes in time**

A steady rate shows only the difference between activation and removal. Switching the ions on separates them. If the film starts with $\theta=0$, the site balance gives

$$\theta(t)=\theta_\infty\left(1-e^{-\lambda t}\right),\qquad \lambda=L+J\sigma_t ,$$

where $\theta_\infty$ is the steady coverage. Removal acts at once, while activation has to build up. At 100 eV and the fixed flux, the rate jumps from 7.1 to $7.1-57.4=-50.3$ nm/min. It passes through zero when activation supplies the missing 50.3 of its final 137.3 nm/min:

$$t=-\frac{1}{\lambda}\ln\left(1-\frac{50.3}{137.3}\right)\simeq28\ \text{ms},$$

with $1/\lambda=61.5$ ms. The same beam first etches the film and then makes it grow.

After switch-off removal stops, but open ends survive for a mean time $1/L$. Their coverage decays as $\theta_\infty e^{-Lt}$, so the extra material is

$$\int_0^\infty\Gamma\Delta s\,\theta_\infty e^{-Lt}\,dt=\frac{\Gamma\Delta s\,\theta_\infty}{L}=Nm\theta_\infty .$$

Here it amounts to 1.2 nm of film. In principle, the initial drop in rate gives $N\sigma_r$ if $J$ is known. In this example, however, the film thins by only about 0.01 nm before it starts to grow, a few per cent of one layer, so the measurement would be difficult. The initial upward slope, $\Gamma\Delta s\,\sigma_cJ$, measures $\sigma_c$ if the radical flux and sticking probabilities are known as well.

**How far this carries over to a reactor**

The example is meant for a low-pressure fluorocarbon discharge with a substrate bias that gives ion energies of tens to hundreds of eV. For an electron temperature of 3 eV, the Bohm estimate of the ion flux to a wall puts the fixed flux used here at a plasma density of about $3\times10^{10}$ cm$^{-3}$. Denser discharges deliver more ions, and above about $8\times10^{10}$ cm$^{-3}$ they lie beyond the etching onset found above for 100 eV. At this electron temperature even an unbiased, floating wall receives argon ions of about 15 eV, above the activation threshold, where the model already gives 106 nm/min. The ion-free rate, the 10 eV point and the switching transient therefore belong to a beam experiment and cannot be reached by changing the bias. The surface parameters, including the closure rate, are assumed rather than measured. With the other parameters fixed, $R$ would fall to one only at $\nu=38$ s$^{-1}$. Real discharges also break the assumption that CF$_2$ does all the depositing and argon all the bombarding. If 20% of the ions were CF$_x$ ions that each deposit one unit, growth at 100 eV and the fixed flux would rise from 87 to 112 nm/min, and the flux at which the ion-free rate returns would rise from $1.29$ to $2.32\times10^{16}$ cm$^{-2}$ s$^{-1}$. Below about 47 eV, where $N\sigma_r<0.2$, such a beam would deposit more than it removes, and no ion flux would suppress growth. Fluorine atoms act the other way. A fluorine flux one tenth of the CF$_2$ flux, closing open ends with probability 0.1, would lower growth to 74 nm/min and $R$ to 10.9. If each atom also removed 0.01 unit, the loss would be 3.6 nm/min, half the ion-free rate. This is a mild case. The product of fluorine flux and closing probability is here $0.01\,\Gamma$; at $0.13\,\Gamma$ closure alone cancels the gain at the fixed flux, and at $0.22\,\Gamma$ it brings $R$ to one.

The remaining estimates are for the same flux and a mean energy of 100 eV. Recombination of open ends in pairs, with an assumed extra loss $L\theta^2$, gives 76 nm/min. Splitting the ions equally between 50 and 150 eV gives 90 nm/min. The beam power of 0.08 W/cm$^2$ warms a wafer with a thermal contact of 0.03 W/cm$^2$/K by 2.7 K; with an assumed closure barrier of 0.5 eV, growth becomes 85.5 nm/min. A prefactor of $10^{13}$ s$^{-1}$ with $\nu=1$ s$^{-1}$ at 300 K would instead imply a barrier of 0.77 eV and 84.5 nm/min. With that barrier a wafer at 350 K would have $\nu\simeq72$ s$^{-1}$ and $R\simeq0.5$, so poor cooling can reverse the regime. Varying $p$ from 0 to 1 moves the rate from 72.5 to 101.6 nm/min.

The boundaries are therefore estimates for stated conditions, not process settings. In a reactor, changing the power or bias can also change the radical supply, which this comparison holds fixed. The model further requires film thicker than the ion range. Once the substrate is exposed, its own chemistry enters and $\sigma_r$ no longer describes the loss.

Numerical values quoted here were computed with a short program.
